# Depolarisation and Stability of a Square Lattice of Normal Dipoles: verification in Python

```python
"""
Result under test: identical normal point dipoles on an infinite square lattice
in vacuum have the self-consistent moment
    p = p0 / (1 + S*alpha/a^3),   S = sum' (i^2+j^2)^(-3/2) = 9.0336...
p0    : bare moment of an isolated dipole
alpha : polarisability volume,  a : lattice spacing,  x = alpha/a^3
Lattice sums are in units of the spacing. The example uses nm, V and e nm.
The uniform state must also be stable against other dipole patterns.
"""
import numpy as np
from mpmath import mp, zeta, mpf
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi


def theta(u):
    n = np.arange(1, 30)
    return 1 + 2 * np.sum(np.exp(-pi * n**2 * u))


def closed_sum(power):
    """Sum of R^(-power) over the square lattice from zeta and beta functions."""
    s = mpf(power) / 2
    beta = mpf(4)**(-s) * (zeta(s, mpf(1) / 4) - zeta(s, mpf(3) / 4))
    return float(4 * zeta(s) * beta)


# ---------- the lattice sum by three roads ----------
mp.dps = 20
assert abs(theta(1 / 0.37) - np.sqrt(0.37) * theta(0.37)) < 1e-12
theta_integral = quad(lambda u: (u**0.5 + u**-1.5) * (theta(u)**2 - 1),
                      1, 15, epsabs=1e-12)[0]
first_part = 8 * pi / 3
second_part = 2 * pi * theta_integral
S = first_part + second_part

cut = 600
axis = np.arange(-cut, cut + 1)
gi, gj = np.meshgrid(axis, axis, indexing="ij")
r2 = gi**2 + gj**2
keep = (r2 > 0) & (r2 <= cut**2)
gi, gj, r2 = gi[keep], gj[keep], r2[keep].astype(float)
r = np.sqrt(r2)
direct = np.sum(r**-3) + 2 * pi / cut
disc10 = np.sum(r[r <= 10]**-3)
assert abs(S - direct) < 1e-5
assert abs(S - closed_sum(3)) < 1e-8
assert abs(disc10 + 2 * pi / 10 - S) < 0.03   # ragged rim of a small disc

# ---------- coupling of all patterns that repeat after n_cell spacings ----------
n_cell = 20
index = (gi % n_cell) * n_cell + gj % n_cell


def table(weight, tail):
    t = np.bincount(index, weights=weight, minlength=n_cell**2)
    return t.reshape(n_cell, n_cell) + tail / n_cell**2


t_zz = table(r**-3, 2 * pi / cut)
t_xx = table((r2 - 3 * gi**2) / r**5, -pi / cut)
t_yy = table((r2 - 3 * gj**2) / r**5, -pi / cut)
t_xy = table(-3 * gi * gj / r**5, 0.0)
q_zz, q_xx, q_yy, q_xy = (np.fft.fft2(t).real for t in (t_zz, t_xx, t_yy, t_xy))
half = n_cell // 2
normal_min = q_zz.min()
checkerboard = -S * (1 - 1 / np.sqrt(2))
assert abs(normal_min - q_zz[half, half]) < 1e-9
assert abs(normal_min - checkerboard) < 1e-4
plane_low = (q_xx + q_yy) / 2 - np.sqrt(((q_xx - q_yy) / 2)**2 + q_xy**2)
plane_min = plane_low.min()
assert abs(plane_min - q_xx[0, half]) < 1e-5   # stripes of head-to-tail rows
assert abs(q_xx[0, 0] + S / 2) < 1e-4
limit_normal = -1 / normal_min
limit_isotropic = -1 / min(normal_min, plane_min)

# ---------- example parameters ----------
a = 0.5            # nm
alpha = 0.005      # nm^3
p0 = 0.010         # e nm
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9   # V nm per e
x = alpha / a**3
factor = 1 + S * x
p = p0 / factor
step_bare = 4 * pi * coulomb * p0 / a**2
step = 4 * pi * coulomb * p / a**2
local_field = S * coulomb * p / a**3                    # V/nm
assert x < limit_isotropic


# ---------- open discs solved without any lattice sum ----------
def disc_offsets(radius):
    k = np.arange(-radius, radius + 1)
    u, v = np.meshgrid(k, k, indexing="ij")
    inside = u**2 + v**2 <= radius**2
    u, v = u[inside].astype(float), v[inside].astype(float)
    du, dv = u[:, None] - u[None, :], v[:, None] - v[None, :]
    dist = np.hypot(du, dv)
    np.fill_diagonal(dist, np.inf)
    return du, dv, dist, int(np.argmin(u**2 + v**2))


centre, inverse_radius = [], []
for radius in (12, 24):
    du, dv, dist, mid = disc_offsets(radius)
    count = len(dist)
    moments = np.linalg.solve(np.eye(count) + x * dist**-3, np.ones(count))
    centre.append(moments[mid])
    inverse_radius.append(np.sqrt(pi / count))
slope = (centre[0] - centre[1]) / (inverse_radius[0] - inverse_radius[1])
extrapolated = centre[1] - slope * inverse_radius[1]
assert abs(extrapolated * factor - 1) < 1.5e-3   # next order in 1/radius
edge_formula = 1 / (1 + (S - 2 * pi * inverse_radius[1]) * x)
assert abs(centre[1] / edge_formula - 1) < 2e-3

du, dv, dist, mid = disc_offsets(12)
low_normal = np.linalg.eigvalsh(dist**-3)[0]
b_xx = dist**-3 - 3 * du**2 / dist**5
b_yy = dist**-3 - 3 * dv**2 / dist**5
b_xy = -3 * du * dv / dist**5
low_plane = np.linalg.eigvalsh(np.block([[b_xx, b_xy], [b_xy, b_yy]]))[0]
# confinement to a finite disc can only raise the lowest eigenvalue
assert normal_min - 1e-3 < low_normal < normal_min + 0.1
assert plane_min - 1e-3 < low_plane < plane_min + 0.3

# ---------- potential step from the dipoles themselves ----------
z = 3.0
one_side = (z**-2 + np.sum(z / (r2 + z**2)**1.5)
            + 2 * pi * z / np.sqrt(cut**2 + z**2))
assert abs(2 * one_side - 4 * pi) < 1e-4

# ---------- density that gives the largest step at fixed p0 and alpha ----------
best = minimize_scalar(
    lambda s: -4 * pi * coulomb * p0 / s**2 / (1 + direct * alpha / s**3),
    bounds=(0.1, 1.0), method="bounded", options={"xatol": 1e-9})
a_best = (S * alpha / 2)**(1 / 3)
assert abs(best.x - a_best) < 1e-5
assert 2 / S > limit_isotropic

# ---------- neglected effects ----------
eps_host = 3.9
p_host = p0 / (1 + S * x / eps_host)
step_host = 4 * pi * coulomb * p_host / (eps_host * a**2)

length = 0.2                                   # nm, charge separation
d = length / a
s = np.sqrt(r2 + d**2)
S_length = np.sum(2 / (r * s * (r + s))) + 2 * pi / cut
series = (S - 0.75 * d**2 * closed_sum(5) + 0.625 * d**4 * closed_sum(7)
          - 35 / 64 * d**6 * closed_sum(9))
assert abs(S_length - series) < 3e-3           # first omitted series term
p_length = p0 / (1 + S_length * x)


def image_sum(height):
    """Field coefficient of the image lattice at twice the mirror distance."""
    k = np.arange(-12, 13)
    g = 2 * pi * np.hypot(k[:, None], k[None, :])
    return 2 * pi * np.sum(g * np.exp(-g * height))


near, far = 0.2, 2.0                           # nm, mirror distances
h = 2 * near / a
image_direct = (2 / h**3 + np.sum((2 * h**2 - r2) / (r2 + h**2)**2.5)
                - 2 * pi * cut**2 / (cut**2 + h**2)**1.5)
S_near, S_far = image_sum(h), image_sum(2 * far / a)
assert abs(S_near - image_direct) < 1e-5
p_near = p0 / (1 + (S - S_near) * x)

rng = np.random.default_rng(7)
x_fine = x * 2**1.5                            # finer lattice, spacing a/sqrt(2)
means, spreads = [], []
for _ in range(60):
    chosen = rng.choice(n_cell**2, n_cell**2 // 2, replace=False)
    u, v = chosen // n_cell, chosen % n_cell
    T = t_zz[(u[:, None] - u) % n_cell, (v[:, None] - v) % n_cell]
    m = np.linalg.solve(np.eye(len(u)) + x_fine * T, np.ones(len(u)))
    means.append(m.mean())
    spreads.append(m.std())
p_random = p0 * np.mean(means)
random_error = np.std(means, ddof=1) / np.sqrt(len(means))
assert random_error < 2e-3

gate_field = 0.5                               # V/nm
dp_gate = alpha * gate_field / coulomb / factor

gate = 20.0                                    # nm, side of a square gate
gate_radius = gate / np.sqrt(pi)
p_edge = p0 / (1 + (S - 2 * pi * a / gate_radius) * x)

temperature = 358.0                            # K
kT = const.k * temperature / const.e           # eV
n_dipoles = (gate / a)**2
rms = np.sqrt(kT * alpha / coulomb / factor / n_dipoles)
u, v = np.divmod(np.arange(n_cell**2), n_cell)
T = t_zz[(u[:, None] - u) % n_cell, (v[:, None] - v) % n_cell]
covariance = np.linalg.inv(np.eye(n_cell**2) + x * T)
assert abs(covariance.mean() * n_cell**2 * factor - 1) < 1e-5

atomic_field = const.physical_constants["atomic unit of electric field"][0] * 1e-9


def change(value):
    return 100 * (value / p - 1)


# ---------- output ----------
print(f"S, first part 8 pi/3             {first_part:.5f}")
print(f"S, theta-integral part           {second_part:.5f}")
print(f"S, total                         {S:.5f}")
print(f"S, direct sum with tail          {direct:.5f}")
print(f"S, disc of radius 10, no tail    {disc10:.4f}")
print(f"S, same disc with tail           {disc10 + 2 * pi / 10:.4f}")
print(f"checkerboard normal sum          {normal_min:.4f}")
print(f"stripe in-plane sum              {plane_min:.4f}")
print(f"alpha/a^3 limit, normal only     {limit_normal:.4f}")
print(f"alpha/a^3 limit, isotropic       {limit_isotropic:.4f}")
print(f"alpha/a^3 at largest step        {2 / S:.4f}")
print(f"spacing a                        {a:.3f} nm")
print(f"dipole density                   {1e14 / a**2:.2e} cm^-2")
print(f"polarisability volume            {alpha:.4f} nm^3")
print(f"bare moment p0                   {p0:.5f} e nm")
print(f"alpha/a^3                        {x:.4f}")
print(f"depolarisation factor            {factor:.4f}")
print(f"moment p                         {p:.5f} e nm")
print(f"moment p, converted              {p * const.e * 1e-9 * const.c / 1e-21:.3f} D")
print(f"e/(4 pi eps0)                    {coulomb:.5f} V nm")
print(f"local field, magnitude           {10 * local_field:.2f} MV/cm")
print(f"step without depolarisation      {step_bare:.4f} V")
print(f"step with depolarisation         {step:.4f} V")
print(f"spacing at largest step          {a_best:.4f} nm")
print(f"open disc R=12, centre p/p0      {centre[0]:.5f}")
print(f"open disc R=24, centre p/p0      {centre[1]:.5f}")
print(f"extrapolated p/p0                {extrapolated:.5f}")
print(f"formula p/p0                     {1 / factor:.5f}")
print(f"host permittivity                {eps_host:.1f}")
print(f"host: moment                     {p_host:.5f} e nm")
print(f"host: step                       {step_host:.4f} V")
print(f"dipole length                    {length:.2f} nm")
print(f"length: sum replacing S          {S_length:.4f}")
print(f"length: change of p              {change(p_length):+.2f} %")
print(f"mirror at {near:.1f} nm: image sum       {S_near:.4f}")
print(f"mirror at {near:.1f} nm: change of p     {change(p_near):+.2f} %")
print(f"mirror at {far:.1f} nm: image sum       {S_far:.1e}")
print(f"random filling: change of p      {change(p_random):+.1f} %")
print(f"random filling: std error        {100 * random_error * factor:.2f} %")
print(f"random filling: site spread      {100 * np.mean(spreads) / np.mean(means):.1f} % of mean")
print(f"oxide field                      {10 * gate_field:.1f} MV/cm")
print(f"oxide field: change of p, size   {100 * dp_gate / p:.1f} %")
print(f"gate side                        {gate:.1f} nm")
print(f"finite gate: change of p, centre {change(p_edge):+.2f} %")
print(f"temperature                      {temperature:.0f} K")
print(f"thermal rms of gate-mean p       {100 * rms / p:.2f} % of p")
print(f"local field / atomic unit field  {local_field / atomic_field:.2e}")
print("done: every assertion held")
```

Running it gives:

```
S, first part 8 pi/3             8.37758
S, theta-integral part           0.65604
S, total                         9.03362
S, direct sum with tail          9.03362
S, disc of radius 10, no tail    8.4079
S, same disc with tail           9.0362
checkerboard normal sum          -2.6459
stripe in-plane sum              -5.0989
alpha/a^3 limit, normal only     0.3779
alpha/a^3 limit, isotropic       0.1961
alpha/a^3 at largest step        0.2214
spacing a                        0.500 nm
dipole density                   4.00e+14 cm^-2
polarisability volume            0.0050 nm^3
bare moment p0                   0.01000 e nm
alpha/a^3                        0.0400
depolarisation factor            1.3613
moment p                         0.00735 e nm
moment p, converted              0.353 D
e/(4 pi eps0)                    1.43996 V nm
local field, magnitude           7.64 MV/cm
step without depolarisation      0.7238 V
step with depolarisation         0.5317 V
spacing at largest step          0.2827 nm
open disc R=12, centre p/p0      0.74587
open disc R=24, centre p/p0      0.74020
extrapolated p/p0                0.73462
formula p/p0                     0.73457
host permittivity                3.9
host: moment                     0.00915 e nm
host: step                       0.1699 V
dipole length                    0.20 nm
length: sum replacing S          8.4853
length: change of p              +1.64 %
mirror at 0.2 nm: image sum       1.2423
mirror at 0.2 nm: change of p     +3.79 %
mirror at 2.0 nm: image sum       2.3e-20
random filling: change of p      -9.1 %
random filling: std error        0.06 %
random filling: site spread      10.4 % of mean
oxide field                      5.0 MV/cm
oxide field: change of p, size   17.4 %
gate side                        20.0 nm
finite gate: change of p, centre +0.82 %
temperature                      358 K
thermal rms of gate-mean p       3.02 % of p
local field / atomic unit field  1.49e-03
done: every assertion held
```
